# The energy of one determinant of orthonormal spin orbitals: a numerical check

```python
# Result under test: for a determinant of orthonormal spin orbitals,
#   E = sum_i h_ii + (1/2) sum_ij (J_ij - K_ij),
# h_ii = <i|h|i>, J_ij = <ij|w|ij>, K_ij = <ij|w|ji>; the i = j terms cancel.
# h: one-electron operator, w: repulsion of two electrons.
# Test A: random complex orbitals and operators, four electrons, all permutations.
# Test B: three electrons in a tilted 1D box, from the full wave function.
# Internal units are atomic units; printed energies are in eV unless labelled.
from itertools import permutations, product
from math import factorial, pi, sqrt
import numpy as np
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_ANG = physical_constants["Bohr radius"][0] * 1e10


def sign_of(perm):
    return round(np.linalg.det(np.eye(len(perm))[list(perm)]))


# ---------- Test A: general operators in a finite spin-orbital basis ----------
rng = np.random.default_rng(7)
M, N = 5, 4


def random_complex(*shape):
    return rng.normal(size=shape) + 1j * rng.normal(size=shape)


h_gen = random_complex(M, M)
h_gen = (h_gen + h_gen.conj().T) / 2
w_gen = random_complex(M * M, M * M)
w_gen = ((w_gen + w_gen.conj().T) / 2).reshape(M, M, M, M)
w_gen = (w_gen + w_gen.transpose(1, 0, 3, 2)) / 2
orbs = np.linalg.qr(random_complex(M, M))[0][:, :N]


def orbital_product(perm):
    return np.einsum("a,b,c,d->abcd", *[orbs[:, p] for p in perm])


def apply_one(state, k):
    return np.moveaxis(np.tensordot(h_gen, state, axes=(1, k)), 0, k)


def apply_two(state, k, l):
    out = np.tensordot(w_gen, state, axes=((2, 3), (k, l)))
    return np.moveaxis(out, (0, 1), (k, l))


def apply_hamiltonian(state):
    total = sum(apply_one(state, k) for k in range(N))
    return total + sum(apply_two(state, k, l)
                       for k in range(N) for l in range(k + 1, N))


perms4 = list(permutations(range(N)))
psi4 = sum(sign_of(p) * orbital_product(p) for p in perms4) / sqrt(factorial(N))
assert abs(np.vdot(psi4, psi4) - 1) < 1e-12
direct4 = np.vdot(psi4, apply_hamiltonian(psi4))

h_diag = np.einsum("pi,pq,qi->i", orbs.conj(), h_gen, orbs)
J_gen = np.einsum("pi,qj,pqrs,ri,sj->ij", orbs.conj(), orbs.conj(),
                  w_gen, orbs, orbs, optimize=True)
K_gen = np.einsum("pi,qj,pqrs,rj,si->ij", orbs.conj(), orbs.conj(),
                  w_gen, orbs, orbs, optimize=True)
formula4 = h_diag.sum() + 0.5 * (J_gen - K_gen).sum()
assert abs(direct4 - formula4) < 1e-10
assert np.allclose(J_gen, J_gen.T) and np.allclose(K_gen, K_gen.T)
assert np.allclose(np.diag(J_gen), np.diag(K_gen))

# One fixed product on the left, every permuted product on the right.
left = orbital_product(range(N))
one_terms = {p: np.vdot(left, apply_one(orbital_product(p), 0)) for p in perms4}
two_terms = {p: np.vdot(left, apply_two(orbital_product(p), 0, 1)) for p in perms4}
one_alive = [p for p in perms4 if abs(one_terms[p]) > 1e-11]
two_alive = [p for p in perms4 if abs(two_terms[p]) > 1e-11]
identity, swapped = (0, 1, 2, 3), (1, 0, 2, 3)
assert one_alive == [identity]
assert set(two_alive) == {identity, swapped}
assert abs(two_terms[identity] - J_gen[0, 1]) < 1e-11
assert abs(two_terms[swapped] - K_gen[0, 1]) < 1e-11
reduced = sum(sign_of(p) * np.vdot(left, apply_hamiltonian(orbital_product(p)))
              for p in perms4)
assert abs(reduced - direct4) < 1e-10

# ---------- Test B: three electrons in a tilted box ----------
length_ang, soft_ang, slope_ev_ang = 6.0, 1.0, 0.5
L = length_ang / BOHR_ANG
soft = soft_ang / BOHR_ANG
slope = slope_ev_ang / HARTREE_EV * BOHR_ANG


def gauss_grid(n):
    t, weight = np.polynomial.legendre.leggauss(n)
    return t, weight, (t + 1) * L / 2, weight * L / 2


def box_functions(x):
    return np.array([sqrt(2 / L) * np.sin(n * pi * x / L) for n in (1, 2)])


def repulsion(x, y):
    return 1 / np.sqrt((x - y) ** 2 + soft ** 2)


def wavefunction_energy(coefs, spins, antisymmetric=True):
    """Norm, one-electron energy and repulsion from the 3-electron function."""
    t, wt, x, wx = gauss_grid(40)
    bary = (-1.0) ** np.arange(len(t)) * np.sqrt((1 - t ** 2) * wt)
    gap = x[:, None] - x[None, :] + np.eye(len(x))
    deriv = bary[None, :] / bary[:, None] / gap
    np.fill_diagonal(deriv, 0)
    np.fill_diagonal(deriv, -deriv.sum(axis=1))
    phi = np.array(coefs) @ box_functions(x)
    X, Y, Z = np.meshgrid(x, x, x, indexing="ij")
    volume = np.einsum("a,b,c->abc", wx, wx, wx)
    pair_energy = repulsion(X, Y) + repulsion(X, Z) + repulsion(Y, Z)
    perms = list(permutations(range(3))) if antisymmetric else [(0, 1, 2)]
    norm = one = two = 0.0
    for s in product((0, 1), repeat=3):
        psi = np.zeros_like(X)
        for p in perms:
            if all(spins[p[k]] == s[k] for k in range(3)):
                psi += sign_of(p) * np.einsum("a,b,c->abc", *[phi[i] for i in p])
        psi /= sqrt(len(perms))
        density = volume * psi ** 2
        norm += density.sum()
        one += slope * (density * (X + Y + Z)).sum()
        two += (density * pair_energy).sum()
        for axis in range(3):
            grad = np.tensordot(deriv, psi, axes=(1, axis))
            grad = np.moveaxis(grad, 0, axis)
            one += 0.5 * (volume * grad ** 2).sum()
    return norm, one / norm, two / norm


# Exact one-electron matrix in the two lowest box functions.
h12 = -16 * slope * L / (9 * pi ** 2)
h_box = np.array([[pi ** 2 / (2 * L ** 2) + slope * L / 2, h12],
                  [h12, 4 * pi ** 2 / (2 * L ** 2) + slope * L / 2]])


def orbital_integrals(coefs, spins):
    _, _, x, wx = gauss_grid(64)
    phi = np.array(coefs) @ box_functions(x)
    chi = np.zeros((3, 2, len(x)))
    for i in range(3):
        chi[i, spins[i]] = phi[i]
    overlap_density = np.einsum("isx,jsx->ijx", chi, chi) * wx
    v = repulsion(x[:, None], x[None, :])
    J = np.einsum("iix,xy,jjy->ij", overlap_density, v, overlap_density,
                  optimize=True)
    K = np.einsum("ijx,xy,jiy->ij", overlap_density, v, overlap_density,
                  optimize=True)
    h = np.einsum("ia,ab,ib->i", coefs, h_box, coefs)
    return h, J, K


_, _, xq, wq = gauss_grid(50)
fq = box_functions(xq)
assert abs(slope * np.sum(wq * fq[0] * xq * fq[1]) - h12) < 1e-11

spins = (0, 1, 0)
coefs = np.array([[1.0, 0.0], [1.0, 0.0], [0.0, 1.0]])
h, J, K = orbital_integrals(coefs, spins)
one_sum = h.sum()
double_sum = 0.5 * (J - K).sum()
pair_sum = sum(J[i, j] - K[i, j] for i in range(3) for j in range(i + 1, 3))
energy = one_sum + double_sum
norm_d, one_d, two_d = wavefunction_energy(coefs, spins)
assert abs(norm_d - 1) < 1e-10
assert abs(one_d - one_sum) < 1e-8
assert abs(two_d - double_sum) < 1e-8
assert abs(two_d - pair_sum) < 1e-8
assert abs(K[0, 1]) < 1e-14 and abs(K[1, 2]) < 1e-14 and K[0, 2] > 0.001

# Keeping J_ii but dropping K_ii must spoil the agreement.
self_repulsion = 0.5 * np.trace(J)
without_Kii = energy + 0.5 * np.trace(K)
assert abs(without_Kii - (one_d + two_d) - self_repulsion) < 1e-8
assert self_repulsion > 0.01

# Plain orbital product: same one-electron energy, no exchange.
_, one_p, two_p = wavefunction_energy(coefs, spins, antisymmetric=False)
J_pairs = J[0, 1] + J[0, 2] + J[1, 2]
assert abs(one_p - one_sum) < 1e-8 and abs(two_p - J_pairs) < 1e-8
assert abs((one_p + two_p) - (one_d + two_d) - K[0, 2]) < 1e-8

# Overlapping orbitals: same normalized state, but the formula fails.
mixed = np.array([[1.0, 0.0], [1.0, 0.0], [1 / sqrt(2), 1 / sqrt(2)]])
norm_m, one_m, two_m = wavefunction_energy(mixed, spins)
hm, Jm, Km = orbital_integrals(mixed, spins)
formula_mixed = hm.sum() + 0.5 * (Jm - Km).sum()
assert abs((one_m + two_m) - (one_d + two_d)) < 1e-8
assert abs(formula_mixed - (one_m + two_m)) > 0.01


def show(label, value):
    print(f"{label}: {value * HARTREE_EV:.4f} eV")


print(f"Four-electron test, permutations examined: {len(perms4)}")
print(f"Permutations surviving for h(1): {len(one_alive)}")
print(f"Permutations surviving for w(1,2): {len(two_alive)}")
print(f"Box length: {length_ang:.1f} angstrom")
print(f"Softening length a: {soft_ang:.1f} angstrom")
print(f"Slope of potential: {slope_ev_ang:.1f} eV/angstrom")
print("Spin orbitals: 1 = phi_1 up, 2 = phi_1 down, 3 = phi_2 up")
for i in range(3):
    show(f"h_{i+1}{i+1}", h[i])
show("Off-diagonal <phi_1|h|phi_2>", h12)
for i in range(3):
    for j in range(i, 3):
        show(f"J_{i+1}{j+1}", J[i, j])
        show(f"K_{i+1}{j+1}", K[i, j])
show("Sum of h_ii", one_sum)
show("Sum of J_ij over pairs i<j", J_pairs)
show("Sum of J_ij - K_ij over pairs i<j", pair_sum)
show("Half double sum of J_ij, diagonal included", 0.5 * J.sum())
show("Half double sum of K_ij, diagonal included", 0.5 * K.sum())
show("Half double sum of J_ij - K_ij", double_sum)
show("Total energy from the formula", energy)
print(f"Total energy from the formula: {energy:.6f} hartree")
print(f"Norm of the three-electron wave function: {norm_d:.8f}")
show("One-electron energy from the wave function", one_d)
show("Repulsion energy from the wave function", two_d)
show("Total energy from the wave function", one_d + two_d)
show("False self-repulsion if only K_ii is dropped", self_repulsion)
show("Total energy if only K_ii is dropped", without_Kii)
show("Energy of the plain orbital product", one_p + two_p)
show("Product energy minus determinant energy", one_p + two_p - one_d - two_d)
print("Overlapping case: orbital 3 = (phi_1 + phi_2)/sqrt(2) up")
print(f"Overlapping case, norm <Psi|Psi>: {norm_m:.6f}")
show("Overlapping case, true normalized energy", one_m + two_m)
show("Overlapping case, formula misapplied", formula_mixed)
print("every check passed")
```

Printed output:

```
Four-electron test, permutations examined: 24
Permutations surviving for h(1): 1
Permutations surviving for w(1,2): 2
Box length: 6.0 angstrom
Softening length a: 1.0 angstrom
Slope of potential: 0.5 eV/angstrom
Spin orbitals: 1 = phi_1 up, 2 = phi_1 down, 3 = phi_2 up
h_11: 2.5445 eV
h_22: 2.5445 eV
h_33: 5.6781 eV
Off-diagonal <phi_1|h|phi_2>: -0.5404 eV
J_11: 9.7690 eV
K_11: 9.7690 eV
J_12: 9.7690 eV
K_12: 0.0000 eV
J_13: 8.5518 eV
K_13: 2.2369 eV
J_22: 9.7690 eV
K_22: 9.7690 eV
J_23: 8.5518 eV
K_23: 0.0000 eV
J_33: 8.4622 eV
K_33: 8.4622 eV
Sum of h_ii: 10.7672 eV
Sum of J_ij over pairs i<j: 26.8726 eV
Sum of J_ij - K_ij over pairs i<j: 24.6357 eV
Half double sum of J_ij, diagonal included: 40.8728 eV
Half double sum of K_ij, diagonal included: 16.2370 eV
Half double sum of J_ij - K_ij: 24.6357 eV
Total energy from the formula: 35.4029 eV
Total energy from the formula: 1.301032 hartree
Norm of the three-electron wave function: 1.00000000
One-electron energy from the wave function: 10.7672 eV
Repulsion energy from the wave function: 24.6357 eV
Total energy from the wave function: 35.4029 eV
False self-repulsion if only K_ii is dropped: 14.0002 eV
Total energy if only K_ii is dropped: 49.4030 eV
Energy of the plain orbital product: 37.6398 eV
Product energy minus determinant energy: 2.2369 eV
Overlapping case: orbital 3 = (phi_1 + phi_2)/sqrt(2) up
Overlapping case, norm <Psi|Psi>: 0.500000
Overlapping case, true normalized energy: 35.4029 eV
Overlapping case, formula misapplied: 30.7469 eV
every check passed
```
